Why silica glass scatters light according to its fictive temperature

**Question.** A silica fibre at room temperature scatters light as though its density still fluctuated as in a melt far above 1000 K. Why does the scattering remember the temperature at which the structure stopped rearranging, and how is it related to the compressibility of the liquid at that moment?

**Answer.**

**Two kinds of density fluctuation**

A perfectly uniform medium sends no light sideways, because the waves from its different parts cancel. Scattering needs regions whose density departs from the mean. In a network liquid such departures arise in two ways. The atoms vibrate about the sites of a given network, and sound waves compress and dilate it. The network also rearranges: bonds break and re-form, and a region moves between more open and more compact structures.

Vibrations follow the actual temperature at any time. Rearrangements need a relaxation time τ, which grows steeply on cooling. Once τ exceeds the time that the cooling allows, the pattern of open and compact regions stays. The fictive temperature T_f is the temperature at which the equilibrium liquid would have that same pattern. The glass therefore carries a frozen part governed by T_f and a vibrational part governed by the actual temperature T. The opening question needs this one correction: the frozen part alone follows T_f.

The formulas use atomic units with 4πε₀ = 1, and k_B is kept. The fluctuations are classical and the glass has one component, so there are no fluctuations of composition.

**How strongly the liquid fluctuates**

Take a region of fixed mass and mean volume V inside a liquid at temperature T and pressure P. The probability of a volume V + δV is proportional to exp(−ΔΦ/k_BT), where Φ = F + PV and F is the Helmholtz energy. Since ∂F/∂V = −P, the linear term of ΔΦ vanishes. The second derivative is

∂²F/∂V² = −∂P/∂V = 1/(Vκ_T),

by the definition of the isothermal compressibility, κ_T = −(1/V)∂V/∂P. Hence

ΔΦ = δV²/(2Vκ_T),  <δV²> = k_BT V κ_T.

At fixed mass the relative density change is δ = δρ/ρ = −δV/V. Dividing by V gives

V<δ²> = k_BT κ_T.  (1)

The left side does not depend on the size chosen for the region, provided that it is much larger than the correlation length. A soft liquid fluctuates strongly because a density change costs it little free energy.

**What survives arrest**

Let s label the network structure. Within one structure, δ has a mean m_s and a variance v_s due to vibration. Write δ = m_s + (δ − m_s), square and average. The cross term vanishes, since δ − m_s averages to zero within each structure. With the overall mean of δ equal to zero,

<δ²> = <m_s²> + <v_s>.  (2)

The first term is the spread between structures and the second is vibration. Both can be found from responses. Add a pressure-like field h with energy −Vhδ. For any Boltzmann average,

<δ> = ∫ δ exp[−(U − Vhδ)/k_BT] / ∫ exp[−(U − Vhδ)/k_BT].

Differentiating numerator and denominator gives

d<δ>/dh = V(<δ²> − <δ>²)/k_BT.

If the structures can adjust, the response is κ_T, and (1) is recovered. If the structure is held fixed, the average runs over vibrations alone, and V<v_s> = k_BT κ_fixed, where κ_fixed is the response at fixed structure averaged over structures. Subtraction at T_f gives

V<m_s²> = k_BT_f (κ_T − κ_fixed).  (3)

This is the frozen part. It contains the compressibility that the liquid owes to rearrangement, not the whole of κ_T.

Relation (3) was tested on a chain of bonds with two states, of lengths 3.0 and 3.4 Å, spring constants 10 and 7 eV/Å², and energies 0 and 0.1 eV, at 1750 K. Cubic terms −8u³ and −4u³ and a quartic term 20u⁴ (in eV, with the stretch u in Å) made both states anharmonic. The variance between states, computed from the averages, and the value from the two responses agree at 0.035881 Å².

**The compressibility at fixed structure**

Light selects density waves. In a plane wave the material moves along x, with one nonzero strain e = ∂u_x/∂x, and δ = −e. A liquid given time relaxes its shear stress, so κ_T alone counts. A fixed network cannot do so. The elastic energy density of an isotropic solid is ½K(volume strain)² plus G times the sum of squares of the traceless strain components. Here the volume strain is e, and the traceless components are 2e/3, −e/3 and −e/3, so that

energy density = ½Ke² + G(4/9 + 1/9 + 1/9)e² = ½(K + 4G/3)e².

Adding −hδ and minimizing gives δ = h/M with M = K + 4G/3, the longitudinal modulus. Thus κ_fixed = 1/M. As a test, a cubic lattice with equal springs to first and second neighbours, which is elastically isotropic, gave K = 1.6667 and G = 1.0000 from uniform deformations, in spring units. The response to a long oblique density wave gave M = 3.0000, equal to K + 4G/3.

**The formula for the cold glass**

On cooling from T_f to T the structures stay, and so do the differences between their mean densities m_s if the vibrations are harmonic. The vibrational part falls to k_BT/M(T). Therefore

V<δ²> = k_BT_f [κ_T(T_f) − 1/M_hot] + k_BT/M(T),  (4)

where M_hot is the modulus of the arrested network at T_f.

Two limits show its content. At T = T_f the terms in M cancel and the liquid result (1) returns, so nothing jumps at arrest. As T falls, the second term shrinks and the first remains. The first term is static and scatters light without a change of frequency: this is the Rayleigh line. The second belongs to moving sound waves, which shift the frequency up or down: these are the Brillouin lines.

Harmonic vibration is an assumption. Strictly harmonic vibrations would also leave M independent of temperature; (4) admits a changing modulus in the vibrational part but neglects anharmonic changes of the frozen part. In the anharmonic chain above, the frozen variance of the bond length rises by 3.2 % between 1750 K and 293 K, because the two bond lengths contract by different amounts. This shows how the assumption can fail; it is not an estimate for silica. For the harmonic chain, 4000 samples of 1000 bonds were drawn with states populated at 1750 K and vibrations at 293 K. Their long-wave structure factor, which equals the bond-length variance divided by the squared mean length, came out at 0.00412, against 0.00409 from the chain's form of (4).

**Which temperature is frozen in**

Arrest is gradual, so T_f must be computed. Let s now be the amplitude of one structural density mode, with

ds/dt = −s/τ + noise.

White noise adds to <s²> at a rate 2D, which depends on the temperature, while the decay removes 2<s²>/τ:

d<s²>/dt = −2<s²>/τ + 2D.

In equilibrium <s²> must be proportional to T, which fixes D. Let F be the temperature at which the equilibrium variance would equal the present one, with the factor κ_T − 1/M taken constant through the arrest range. Then

dF/dt = −(2/τ)(F − T).

For cooling at the rate r, dT = −r dt, and

dF/dT = (2/rτ)(F − T).  (5)

Let τ be proportional to exp(E/k_BT). Define an arrest temperature T_a and a width w by

w = k_BT_a²/E,  2w/[rτ(T_a)] = 1.  (6)

Put T = T_a + wy and F = T_a + wf. Near T_a the exponent is, to leading order in w/T_a,

(E/k_B)(1/T_a − 1/T) ≈ (E/k_B)(wy/T_a²) = y,

so that 2w/(rτ) = e^y and (5) becomes df/dy = e^y(f − y). With u = e^y, du = e^y dy, and

df/du = f − ln u,  d(f e^(−u))/du = −e^(−u) ln u.

Integrate from u = 0 (cold) to u = ∞ (hot). At the hot end f e^(−u) vanishes, which leaves

f(cold) = ∫₀^∞ e^(−u) ln u du = −γ,

where γ = 0.577 is Euler's constant. Hence

T_f ≈ T_a − γw.  (7)

A property that relaxes linearly towards an equilibrium value linear in T, as the mean volume would in the simplest case with the same τ, follows the rate 1/τ instead of 2/τ. Then u = e^y/2, the logarithm becomes ln(2u), and the frozen value is T_a + (ln 2 − γ)w. Its fictive temperature is higher by w ln 2. A glass thus has no single fictive temperature to better than a few tens of kelvin in the example below.

Relation (6) also gives the effect of cooling rate. Neglecting the slow change of w, d ln r = −d ln τ = dT_a/w, so ten times slower cooling lowers T_a by about w ln 10. For the fibre below this estimate is 129 K, while (6) solved in full gives 114 K, because w shrinks as T_a falls. The memory can be shifted, but only logarithmically.

**From density to scattered light**

Let n be the refractive index, ε = n², λ the vacuum wavelength and k₀ = 2π/λ. A region much smaller than λ with excess permittivity δε carries, in the incident field E₀, an excess dipole

p_d = V δε E₀/(4π).

For an excess polarization P_ex in the medium, Maxwell's equations give

∇×(∇×E) − n²k₀²E = 4πk₀²P_ex.

Far away the wave is transverse, and its amplitude at distance R is k₀²p_d sin θ/R, where θ is the angle from the dipole. Incident and scattered intensities carry the same factor n, which cancels in their ratio. The cross-section is

σ = k₀⁴(p_d/E₀)² ∫ sin²θ dΩ = (8π/3)k₀⁴V²δε²/(16π²) = k₀⁴V²δε²/(6π).

Regions with independent fluctuations add their intensities, since the cross terms average to zero. There are 1/V regions per unit volume, so the attenuation coefficient is

α = k₀⁴V<δε²>/(6π) = (8π³/3λ⁴) V<δε²>.  (8)

The cross-section was tested against the Mie series for a sphere of radius 3 nm, with a permittivity one part in a thousand above a medium of index 1.444. The ratio of Mie result to formula is 0.99921 at 1550 nm and 0.99884 at half that wavelength, where the scattering itself is sixteen times stronger.

The photoelastic coefficient p links permittivity to strain through δ(1/ε) = pe. With δ(1/ε) = −δε/ε² and e = −δ,

δε = n⁴p δ.

Denser glass has the higher permittivity. Here p is treated as a single number. For uniaxial strains along the scattering vector, its full dependence on polarization would lower the loss by about 6 % with the coefficients given below. Insertion into (8) gives

α = (8π³/3λ⁴) n⁸p² V<δ²>,  (9)

with V<δ²> from (4). This is the chain from liquid compressibility to light lost in the glass.

**Numbers for a fibre**

The parameters are round values in the regime of pure-silica fibre: λ = 1550 nm, n = 1.444, p = 0.27, κ_T = 11 Å³/eV, M = 0.55 eV/Å³ hot and 0.49 eV/Å³ at 293 K, E = 5 eV, and τ = 30 s at 1450 K. The fibre cools at 10⁴ K/s.

Condition (6) gives T_a = 1806 K and w = 56.2 K. As a check, 2w/r = 112.4/10⁴ = 0.011 s, and the Arrhenius law gives

τ(T_a) = 30 s × exp[58 020 × (1/1806.1 − 1/1450)] = 30 s × e^(−7.89) = 0.011 s.

Formula (7) yields 1806.1 − 0.577 × 56.2 = 1774 K. Integration of (5) with the full Arrhenius law yields 1781 K. The difference is a correction of next order in w/T_a: with T_a held fixed, the error in units of w was 0.0383 for an activation energy of 4E and 0.0099 for 16E, a fall by nearly the expected factor of four. A direct simulation of 50 000 noisy modes gave 1770 K, with a statistical uncertainty of about 0.6 %. The linear property freezes at 1818 K, 37 K higher, close to w ln 2 = 39 K.

The frozen compressibility is

11 − 1/0.55 = 9.18 Å³/eV,

and with k_BT_f = 0.1535 eV the two parts of (4) are

frozen: 0.1535 × 9.182 = 1.409 Å³,
thermal: 0.02525/0.49 = 0.0515 Å³.

Their ratio is 27: with a single coefficient p and longitudinal sound only, the Rayleigh line carries 27 times the intensity of the Brillouin lines. Transverse sound and the dependence of p on polarization would change the thermal part by roughly a tenth. In a cube of 10 nm side, V = 10⁶ Å³, the frozen density departs from the mean by √(1.409 × 10⁻⁶) = 0.12 % rms, if the correlation length is negligible beside the side of the cube. The index departs by n³p/2 times this, or 4.8 × 10⁻⁴. So faint a pattern matters because light crosses kilometres of it.

For the loss, n⁸p² = 1.378, 8π³/3 = 82.68 and λ⁴ = (15 500 Å)⁴ = 5.772 × 10¹⁶ Å⁴. The frozen part gives

α = 82.68 × 1.378 × 1.409/(5.772 × 10¹⁶) = 2.78 × 10⁻¹⁵ Å⁻¹ = 0.0278 km⁻¹.

Multiplication by 10/ln 10 = 4.343 gives 0.121 dB/km. The thermal part adds 0.004 dB/km, for a total of 0.125 dB/km, or 0.0288 km⁻¹.

Now let the same glass cool at 10⁻³ K/s, with κ_T and both moduli held fixed. It arrests at T_a = 1222 K, with T_f = 1210 K. The frozen loss drops to 0.082 dB/km, in the ratio of the fictive temperatures, and the total to 0.087 dB/km. With E = 5 eV, cooling ten million times more slowly removes about a third of the scattering. The fraction depends on E. The viscosity of silica is steeper below about 1700 K; with E = 7.4 eV and the same τ at 1450 K, the two fictive temperatures are 1674 K and 1284 K, and the reduction is 22 %.

Two comparisons isolate the mechanism. A hypothetical liquid with the same κ_T, kept in equilibrium down to 293 K, would lose 0.024 dB/km, about a fifth of the fibre's loss. The shorter formula k_BT_fκ_T gives 0.145 dB/km. With n and p kept at their values for the cold glass, that is the loss of the liquid at arrest, and it exceeds the frozen part by 20 %, because it includes vibrations that do not freeze.

**What the model leaves out**

One large uncertainty is the photoelastic coefficient. The value 0.27 belongs to light polarized across a uniaxial strain. If the frozen regions were compressed equally in all directions, the coefficient would be (0.12 + 2 × 0.27)/3 = 0.22, where 0.12 applies to polarization along the strain. The frozen loss would then be multiplied by 0.66. The error can also have the other sign, since a change of network structure need not follow an elastic coefficient: the Lorentz–Lorenz relation at fixed polarizability corresponds to p ≈ 0.34, a factor of about 1.6. The compressibility matters less steeply: raising κ_T by 10 % raises the frozen loss by 12 %, since 1/M is subtracted from it, whereas raising p by 10 % raises the loss by 21 %, since p enters squared.

The relaxation time of a real glass depends on its structure as well as on T. If half of the activation energy is tied to the fictive temperature F of the fluctuations, τ rises less steeply once the structure lags, relaxation continues longer, and T_f becomes 1729 K, 3 % lower; tied instead to the fictive temperature of the linear property, it gives 1711 K, 4 % lower. A spread of relaxation times also matters: a log-normal spread of unit width in ln τ, at the same mean τ, lowers T_f by about 24 K.

Frozen shear strains, which also scatter light and partly depolarize it, are left out and not estimated. The following effects are small here. Entropy fluctuations at room temperature add about 3 × 10⁻⁴ of the frozen part. For a correlation length of 1 nm, the squared product of this length and the largest scattering vector is 1.4 × 10⁻⁴, so the long-wave limit is justified. The quantum of the sound wave involved is 0.002 of k_BT; averaged over angles, the classical thermal term is too low by about 1 % at 1 K and 5 % at 0.5 K, and it fails below a few tenths of a kelvin. In use at 593 K the thermal part doubles and the total rises to 0.130 dB/km, provided that the structure stays arrested and M is unchanged.

**Beside real fibres.** Good pure-silica-core fibres lose roughly 0.15 dB/km near 1550 nm, mostly by Rayleigh scattering, so the computed 0.125 dB/km has the right size; with the uncertainty in p, closer agreement would mean little. The slow cooling rate belongs to furnace annealing of bulk glass, not to a fibre being drawn. Many fibres break the one-component assumption: germanium in the core adds frozen fluctuations of composition, and their total loss is typically nearer 0.2 dB/km, a few hundredths above the pure-silica value. With κ_T and M_hot unchanged, lowering T_f reduces the density part, but it lowers the total loss only if any accompanying growth of the losses from composition fluctuations, absorption and waveguide imperfections is smaller than this reduction. The computed values are collected in the numerical output.

Calculated quantities

```
wavelength = 1550 nm, index = 1.444
photoelastic p12 = 0.27, p11 = 0.12
liquid compressibility = 11.00 A^3/eV
modulus M hot, cold = 0.55, 0.49 eV/A^3
activation energy = 5.0 eV
relaxation time = 30 s at 1450 K
cooling rates = 1e+04, 1e-03 K/s
Mie/derived, full and half wavelength = 0.99921, 0.99884
chain: frozen variance, direct = 0.035881 A^2 (anharmonic)
chain: frozen variance, response = 0.035881 A^2
chain: anharmonic change on cooling = 3.2 %
chain: S(q->0) sampled, formula = 0.00412, 0.00409
lattice: K, G = 1.6667, 1.0000 (spring units)
lattice: 1/wave response = 3.0000 (spring units)
fibre: arrest temperature Ta = 1806.1 K
fibre: arrest width w = 56.2 K
fibre: Tf integrated = 1781.3 K
fibre: Tf from Ta - gamma w = 1773.6 K
fibre: Tf from Langevin modes = 1770 K
fibre: Tf of a linear property = 1817.8 K
law error/w at 4E, 16E = 0.0383, 0.0099
annealed: Ta, Tf = 1222.5, 1210.1 K
frozen compressibility = 9.182 A^3/eV
fibre: kB Tf = 0.1535 eV
fibre: frozen V<d^2> = 1.4094 A^3
room: thermal V<d^2> = 0.0515 A^3
frozen/thermal ratio = 27.4
rms density fluctuation, 10 nm cube = 0.119 %
rms index fluctuation, 10 nm cube = 4.83e-04
fibre: frozen loss = 0.1208 dB/km
fibre: thermal loss = 0.0044 dB/km
fibre: total loss = 0.1252 dB/km = 0.02884 1/km
annealed: frozen loss = 0.0821 dB/km
annealed: total loss = 0.0865 dB/km = 0.01992 1/km
liquid at Tf (kB Tf kappa_T) = 0.1448 dB/km
hypothetical room-T liquid = 0.0238 dB/km
neglected: Tf with structural feedback 0.5 = 1728.7 K
neglected: loss factor, hydrostatic p = 0.664
neglected: entropy part/frozen = 3.2e-04
neglected: (q xi)^2 for xi = 1 nm = 1.4e-04
neglected: sound quantum/kB T = 1.8e-03
frozen loss change for +10% kappa_T = 12.0 %
fibre: total loss in use at 593 K = 0.1298 dB/km
```
